\section*{The electric patch field outside a polycrystalline metal}

\section*{Problem}

A flat, clean polycrystalline metal stands in vacuum. Its grains are about $a=1\,\mu\mathrm{m}$ wide, and the work functions of neighbouring grains are $4.45$ and $4.55$ eV. No external field is applied, and other conductors are far away compared with $a$.

(a) Estimate the electric field just outside the grains.

(b) Test the estimate on a surface of alternating stripes, for which the field can be found in closed form. How much does it change for a square grain?

(c) What happens at a grain boundary?

(d) How fast does the field fall with height, for regular stripes and for grains whose work functions are distributed at random?

(e) Does the field matter to an electron leaving the metal?

\section*{(a) The outside potential and the estimate}

The metal is in equilibrium, so all grains share one Fermi level $\mu$. The work function $\Phi$ of a grain is the energy needed to take an electron from $\mu$ to rest just outside that grain. ``Just outside'' means beyond the atomic-scale dipole layer at the surface, but still at a height small compared with $a$. The image energy of the electron is left out here and returns in part (e). With electron charge $-e$ and electrostatic potential $\varphi$,
\begin{equation}
-e\varphi=\mu+\Phi ,\qquad\text{so}\qquad \varphi=-\frac{\Phi}{e}+\text{constant}.
\end{equation}
The grain with the higher work function therefore has the lower potential outside it. The contrast between the two kinds of grain is
\begin{equation}
V=\frac{\Phi_{\rm high}-\Phi_{\rm low}}{e}=\frac{(4.55-4.45)\ \mathrm{eV}}{e}=0.1\ \mathrm{V}.
\end{equation}
A common Fermi level thus does not make the vacuum just outside an equipotential. The surface dipole layers differ from grain to grain, and field lines run through the vacuum from low-work-function to high-work-function grains.

The potential changes by $V$ over a lateral distance of about $a$, and $a$ is the one length in the problem apart from the atomic width of the boundaries. Hence
\begin{equation}
E\sim\frac{V}{a}=\frac{0.1\ \mathrm{V}}{10^{-4}\ \mathrm{cm}}=10^{3}\ \mathrm{V/cm},
\end{equation}
or $3.34$ statvolt/cm. The relation $E=V/a$ has the same form in Gaussian and in practical units.

\section*{(b) Stripes and squares}

Let the surface be $z=0$ and the vacuum $z>0$. Measure $\varphi$ from its surface average, and let stripes of width $a$ carry
\begin{equation}
\varphi(x,0)=\begin{cases}+V/2, & 0<x<a,\\ -V/2, & a<x<2a,\end{cases}
\end{equation}
repeated with period $2a$. In the vacuum $\nabla^2\varphi=0$. The functions $\sin(n\pi x/a)\,e^{-n\pi z/a}$ solve this equation, vanish far away, and have the symmetry of the surface potential, which is odd in $x$. Their coefficients are
\begin{equation}
b_n=\frac{2}{a}\int_0^a\frac V2\sin\frac{n\pi x}{a}\,dx=\frac{V}{n\pi}(1-\cos n\pi),
\end{equation}
which is $2V/(n\pi)$ for odd $n$ and zero for even $n$.

To sum the series, write $u=\pi z/a$, $v=\pi x/a$ and $q=e^{-u+iv}$. Then $e^{-nu}\sin nv=\operatorname{Im}q^n$, and
\begin{equation}
\varphi=\frac{2V}{\pi}\operatorname{Im}S,\qquad
S=\sum_{n\ \rm odd}\frac{q^n}{n}=\frac12\ln\frac{1+q}{1-q}.
\end{equation}
The imaginary part of a logarithm is the phase of its argument. Since
\begin{equation}
\frac{1+q}{1-q}=\frac{(1+q)(1-q^*)}{|1-q|^2}=\frac{1-|q|^2+2i\operatorname{Im}q}{|1-q|^2}
\end{equation}
has a positive real part, this phase is
\begin{equation}
\arctan\frac{2e^{-u}\sin v}{1-e^{-2u}}=\arctan\frac{\sin v}{\sinh u},
\end{equation}
and therefore
\begin{equation}
\varphi=\frac V\pi\arctan\frac{\sin(\pi x/a)}{\sinh(\pi z/a)} .
\end{equation}

For the field, note that $q=e^{i\pi\zeta/a}$ with $\zeta=x+iz$, so $\varphi$ is the imaginary part of the analytic function $F(\zeta)=(2V/\pi)S$. Then $\partial_x\varphi=\operatorname{Im}F'$ and $\partial_z\varphi=\operatorname{Im}(iF')=\operatorname{Re}F'$, so that $|\mathbf E|=|F'|$. With $dS/dq=1/(1-q^2)$ and $dq/d\zeta=i\pi q/a$,
\begin{equation}
|\mathbf E|=\frac{2V}{a}\left|\frac{q}{1-q^2}\right|=\frac{2V}{a}\,\frac{1}{|q^{-1}-q|}=\frac{V}{a}\,\frac{1}{|\sinh(u-iv)|}.
\end{equation}
Finally, $|\sinh(u-iv)|^2=\sinh^2u\cos^2v+\cosh^2u\sin^2v=\sinh^2u+\sin^2v$, which gives
\begin{equation}
|\mathbf E|=\frac{V}{a}\,\frac{1}{\sqrt{\sinh^2(\pi z/a)+\sin^2(\pi x/a)}} .
\label{stripe}
\end{equation}

At the surface the field is $V/(a|\sin(\pi x/a)|)$. It is perpendicular to the metal inside each stripe, because the potential there is constant along the surface. At the centre, $x=a/2$, it equals $V/a=1000$ V/cm. It grows steadily towards the boundaries. Half of the area lies within $a/4$ of a boundary, so the median surface field is the value at $x=a/4$, namely $\sqrt2\,V/a=1414$ V/cm. On the other half, around the stripe centres, the field lies between 1000 and 1414 V/cm.

The factor of one at the centre belongs to the stripe geometry. For other shapes we need the potential above an arbitrary surface distribution $\varphi_0$:
\begin{equation}
\varphi(\mathbf r,z)=\frac1{2\pi}\int\varphi_0(\mathbf r')\frac{z}{R^3}\,d^2r',\qquad R^2=|\mathbf r-\mathbf r'|^2+z^2 .
\label{poisson}
\end{equation}
This satisfies Laplace's equation because $z/R^3=-\partial_z(1/R)$. It has the right surface values because the weight $z/(2\pi R^3)$ integrates to one and concentrates at $\mathbf r'=\mathbf r$ as $z\to0$. Subtracting (\ref{poisson}) from $\varphi_0(\mathbf r)$, dividing by $z$ and letting $z\to0$ gives the normal field inside a grain,
\begin{equation}
E_z(\mathbf r)=\frac1{2\pi}\int\frac{\varphi_0(\mathbf r)-\varphi_0(\mathbf r')}{|\mathbf r-\mathbf r'|^3}\,d^2r' .
\end{equation}
Take one square grain of side $a$ whose potential lies $V$ above uniform surroundings. At its centre, the integrand differs from zero outside the square. By symmetry the outside region consists of eight equal sectors, in each of which the distance $s$ starts at $a/(2\cos\theta)$:
\begin{equation}
E_z=\frac{V}{2\pi}\,8\int_0^{\pi/4}\!d\theta\int_{a/(2\cos\theta)}^\infty\frac{ds}{s^2}
=\frac{8V}{\pi a}\int_0^{\pi/4}\!\cos\theta\,d\theta=\frac{4\sqrt2}{\pi}\frac Va .
\end{equation}
This is $1.80\,V/a$, or about 1800 V/cm. It is the largest centre field a square grain can have on a surface with two potentials, because all of its surroundings lie at the opposite potential. Shape and surroundings both enter. A single stripe in uniform surroundings gives $(4/\pi)V/a=1.27\,V/a$, and a checkerboard of squares gives $1.22\,V/a$ by numerical summation. Squares of random sign, where each neighbour differs with probability one half, give on average half of the isolated value, $0.90\,V/a$. Geometry thus changes the estimate by less than a factor of two in these cases, and leaves its order of magnitude alone.

\section*{(c) Grain boundaries}

Near the boundary at $x=0$, with $x$ and $z$ much smaller than $a$, (\ref{stripe}) becomes $V/(\pi r)$, where $r=\sqrt{x^2+z^2}$. The divergence comes from the assumed sudden step in potential. Let the potential instead change linearly over a width $w\ll a$. Such a ramp is a sum of small steps $V\,ds/w$ at positions $s$ between $-w/2$ and $w/2$.

A single step $V$ at $x=s$ has the potential $(V/\pi)\arctan[(x-s)/z]$, the small-distance form of the stripe result. Its $x$ derivative at $x=0$ is $(V/\pi)\,z/(s^2+z^2)$. Above the middle of the ramp the vertical field vanishes, since $\varphi$ is odd in $x$ and thus zero all along that line. The remaining field is
\begin{equation}
|E_x|=\frac{V}{\pi w}\int_{-w/2}^{w/2}\frac{z\,ds}{s^2+z^2}=\frac{2V}{\pi w}\arctan\frac{w}{2z}.
\end{equation}
For $z\ll w$ this tends to $V/w$, and for $z\gg w$ to $V/(\pi z)$. With an assumed width $w=1$ nm, the field above the middle of the ramp is $10^6$ V/cm at the surface, $3\times10^4$ V/cm at a height of 10 nm, and $3\times10^3$ V/cm at 100 nm. The first value is an order of magnitude only, because a continuum potential with a sharp surface plane is doubtful at distances of 1 nm. The corners of the linear ramp also leave a weak, logarithmic divergence at its two edges, which a smooth transition would remove. The estimate $V/a$ therefore describes grain interiors, not the largest field on the surface.

\section*{(d) Dependence on height}

For the stripes, average the square of (\ref{stripe}) over $x$ at fixed height. With $t=\tan v$, $\sin^2v=t^2/(1+t^2)$ and $dv=dt/(1+t^2)$,
\begin{align}
\langle E^2\rangle&=\frac{V^2}{a^2}\,\frac1\pi\int_{-\pi/2}^{\pi/2}\frac{dv}{\sinh^2u+\sin^2v}
=\frac{V^2}{a^2}\,\frac1\pi\int_{-\infty}^{\infty}\frac{dt}{\sinh^2u+t^2\cosh^2u}\nonumber\\
&=\frac{V^2}{a^2}\,\frac{1}{\sinh u\cosh u}=\frac{V^2}{a^2}\,\frac{2}{\sinh(2\pi z/a)} .
\end{align}
The root-mean-square (rms) field equals $V/a$ where $\sinh(2\pi z/a)=2$, that is, at $z=0.23\,a=0.23\,\mu$m. Higher up it approaches $2(V/a)e^{-\pi z/a}$: positive and negative stripes cancel, and the cancellation improves exponentially with height.

A polycrystal has no such regular order. Model it as a square lattice of grains of side $a$, each with potential $+V/2$ or $-V/2$, chosen independently with equal probability. Seen from a distance $R\gg a$, grain $i$ contributes $\varphi_i a^2z/(2\pi R^3)$ according to (\ref{poisson}), which is the potential of a dipole. Its squared field contains
\begin{equation}
\left|\nabla\frac{z}{R^3}\right|^2=\left|\frac{\hat{\mathbf z}}{R^3}-\frac{3z\mathbf R}{R^5}\right|^2
=\frac1{R^6}-\frac{6z^2}{R^8}+\frac{9z^2}{R^8}=\frac1{R^6}+\frac{3z^2}{R^8}.
\end{equation}
Averaged over the random choices, products of fields from different grains vanish, and squares add. With $\varphi_i^2=V^2/4$, one grain per area $a^2$, and $R^2=s^2+z^2$,
\begin{align}
\langle E^2\rangle&=\frac{V^2}{4}\,\frac{a^4}{4\pi^2}\,\frac1{a^2}\int_0^\infty2\pi s\,ds\left(\frac1{R^6}+\frac{3z^2}{R^8}\right)\nonumber\\
&=\frac{V^2a^2}{8\pi}\left(\frac1{4z^4}+\frac{3z^2}{6z^6}\right)=\frac{3V^2a^2}{32\pi z^4},
\end{align}
where $s\,ds=R\,dR$ was used. Hence, for $z\gg a$,
\begin{equation}
E_{\rm rms}=\sqrt{\frac{3}{8\pi}}\;\frac{V}{2}\,\frac{a}{z^2}.
\label{far}
\end{equation}
The power law can be read as follows. At height $z$ the field responds to the average potential of about $(z/a)^2$ grains. Random signs leave an average of order $V/2$ divided by $z/a$, and this varies over a distance of order $z$, which gives $E\sim Va/(2z^2)$.

At heights comparable with $a$ the dipole form is too crude. There, (\ref{poisson}) gives each grain the potential $\varphi_i\Omega_i/(2\pi)$, with $\Omega_i$ the solid angle it subtends. The last column of the table was obtained by differentiating these potentials numerically, summing the squared fields over $121\times121$ grains, and averaging over lateral positions.

\begin{center}
\begin{tabular}{ccc}
\hline
Height ($\mu$m) & Stripes, rms (V/cm) & Random, rms (V/cm)\\
\hline
0.25 & 930 & 830\\
1 & 86 & 140\\
3 & 0.16 & 19\\
10 & $5\times10^{-11}$ & 1.7\\
\hline
\end{tabular}
\end{center}

The contrast $V$ and the grain width $a$ are the same in both columns. At a quarter of a grain width the arrangement hardly matters, and both fields are close to $V/a$. At ten grain widths it decides everything: (\ref{far}) gives 1.7 V/cm, in agreement with the sum, while the stripe value is so small that any irregularity would swamp it. The estimate of part (a) thus holds up to heights of about $a/4$; lower down the rms field exceeds $V/a$ because of the boundaries, reaching about $2.5\,V/a$ at $z=a/20$. The small far fields presuppose that other conductors are very distant: a contact potential difference of $0.1$ V to a parallel electrode already gives 1.7 V/cm at a gap of $0.6$ mm.

\section*{(e) An electron near the surface}

An electron at height $z$ is also attracted by its image with the force $e^2/(4z^2)$. This equals the patch force $eE$, with $E=V/a$, at
\begin{equation}
z_m=\frac12\sqrt{\frac eE}=\frac12\sqrt{\frac{4.80\times10^{-10}}{3.34}}\ \mathrm{cm}=6.0\times10^{-6}\ \mathrm{cm}=60\ \mathrm{nm}.
\end{equation}
Above a stripe centre, the image force is the larger one closer to the metal. Towards a boundary the patch field is stronger and the crossing lies lower: directly above a boundary, $eV/(\pi z)=e^2/(4z^2)$ gives $z=\pi e/(4V)=11$ nm.

Above the centre of a high-work-function stripe the potential rises with height, so the patch force pulls the electron outward. Because $z_m\ll a$, the field is nearly uniform up to $z_m$. The energy relative to $\mu+\Phi_{\rm high}$ is then $-eEz-e^2/(4z)$, with its maximum at $z_m$. Both terms equal $-\tfrac12\sqrt{e^3E}$ there, so the local barrier is lowered by
\begin{equation}
\sqrt{e^3E}=12\ \mathrm{meV}.
\end{equation}
Locating the maximum numerically with the full stripe potential also gives 12 meV. This is the value above the stripe centre, where the lowering is smallest; along vertical lines at $x=a/4$ and $x=a/10$ from a boundary it is 14 and 21 meV. Above a low-work-function stripe the patch force points back to the metal. An electron that leaves from there must still climb to the average vacuum level, $4.50$ eV above $\mu$, in order to get far away. Patches of this size thus matter for slow electrons, with energies below about $0.1$ eV.

Other effects left out of the model are small inside the grains for these numbers.
\begin{itemize}
\item \emph{Change of the work functions by the field.} The field ends on a surface charge $E/(4\pi)$, which at a stripe centre is $E/(4\pi e)=5.5\times10^8$ electrons per cm$^2$, or 5.5 electrons per $\mu$m$^2$. Over an assumed screening length of $0.1$ nm the field $V/a$ drops $10\,\mu$V, a fraction $10^{-4}$ of the contrast. At a grain boundary, where the field is of order $V/w$, the same estimate gives 10 mV, a tenth of the contrast, so the potential profile there is less certain.
\item \emph{Space charge.} At 300 K the density of thermal electrons outside the low-work-function grain is $2(mkT/2\pi\hbar^2)^{3/2}e^{-\Phi_{\rm low}/kT}\approx4\times10^{-56}$ cm$^{-3}$, with $kT=25.85$ meV. Laplace's equation is therefore justified.
\item \emph{Tunnelling.} The patches shift the vacuum level by $0.1$ eV, about 2\% of the work function. It stays far above the Fermi level everywhere, so without an applied field an electron near the Fermi level finds no vacuum state of its own energy to tunnel into.
\end{itemize}

\section*{The model and real surfaces}

Work functions of different crystal faces of one metal differ, roughly, by some tenths of an electronvolt, and grains range from tens of nanometres in many thin films to micrometres in annealed ones. The parameters used here thus resemble a coarse-grained, annealed electrode film with a modest contrast. At fixed contrast the field scales as $1/a$: grains of 50 nm would give $2\times10^4$ V/cm, but only up to heights of about 12 nm. Part (e) does not carry over to such grains. There $z_m=13$ nm is no longer small compared with $a$, and with the full stripe potential the barrier above a high-work-function stripe drops to about the average vacuum level, so an escaping electron hardly feels the extra barrier.

The model also assumes a clean surface. Adsorbed layers change the dipole at the surface, and the field follows the contrast in proportion, so a contrast of $0.03$ V instead of $0.1$ V would give 300 V/cm at the same grain size. Adsorbates may also form patches wider than the grains. For independent patches of width $b$ and contrast $V$, (\ref{far}) holds with $b$ in place of $a$ at heights $z\gg b$. At equal contrast, wider patches give a weaker field at the surface but a stronger one far away. The far field follows the product of width and contrast, so a lower contrast can outweigh a larger width. Roughness with height and spacing comparable to $a$ would alter the geometrical factors found in part (b), and is not covered by the flat-surface model.
